# Low-Field Hall Density of Two Parallel Electron Layers

## Problem

A heavily doped n-type silicon contact layer, 20 nm thick, lies on a more lightly doped n-type layer 4 µm thick. Their mobile electrons have

- layer 1 (top): \(n_1=10^{15}\ \mathrm{cm^{-2}}\), \(\mu_1=50\ \mathrm{cm^2/Vs}\);
- layer 2 (bottom): \(n_2=10^{14}\ \mathrm{cm^{-2}}\), \(\mu_2=500\ \mathrm{cm^2/Vs}\).

The stack is measured as a long Hall bar with small voltage probes, and the data are analysed as if there were one layer. Assume that both layers feel the same in-plane electric field, that \(\mu_iB\ll1\), and that the Hall factors are unity.

(a) Derive the reported density and show that it is \(3.6\times10^{14}\ \mathrm{cm^{-2}}\).

(b) Why is it smaller than the true total, and what does the reading do as \(\mu_2/\mu_1\) varies?

(c) How does the reading depend on magnetic field?

(d) Layer 1 is removed and the measurement repeated. Recover \(n_1\) and \(\mu_1\), and find the effect of a 1% error in the first Hall density.

(e) Estimate the effects of real Hall factors, imperfect vertical connection and a 10 K temperature rise.

## Solution

### (a) The reported density

Let the electron charge be \(-e\), the current flow along \(x\), and \(\mathbf B=B\hat{\mathbf z}\). In the steady state the electric and magnetic forces balance the friction \(m\mathbf v/\tau\). With \(\mu=e\tau/m\),

\[
\mathbf v=-\mu(\mathbf E+\mathbf v\times\mathbf B).
\]

Since \(\mathbf v\times\mathbf B=(v_yB,-v_xB,0)\), the components are

\[
v_x=-\mu(E_x+v_yB),\qquad v_y=-\mu(E_y-v_xB).
\]

The transverse quantities \(E_y\) and \(v_y\) are of first order in \(B\), so \(v_yB\) is of second order. To first order \(v_x=-\mu E_x\), and inserting this in the second equation gives \(v_y=-\mu(E_y+\mu BE_x)\). The sheet current of a layer is \(-en\mathbf v\). Adding the layers, with \(S_k=\sum_i n_i\mu_i^k\),

\[
J_x=eS_1E_x,\qquad J_y=e(S_1E_y+S_2BE_x).
\]

No net current leaves through the sides, so the total \(J_y\) vanishes:

\[
E_y=-\frac{S_2}{S_1}BE_x .
\]

The Hall coefficient is therefore

\[
R_H=\frac{E_y}{J_xB}=-\frac{S_2}{eS_1^2}.
\]

For one electron layer the same formula reduces to \(-1/(en)\). The one-layer analysis thus reports the density \(n_H\) defined by \(R_H=-1/(en_H)\):

\[
\boxed{n_H=\frac{S_1^2}{S_2}=\frac{(n_1\mu_1+n_2\mu_2)^2}{n_1\mu_1^2+n_2\mu_2^2}}
\]

In the practical units of the problem,

\[
S_1=5\times10^{16}+5\times10^{16}=1.0\times10^{17},
\]
\[
S_2=2.5\times10^{18}+2.5\times10^{19}=2.75\times10^{19},
\]
\[
n_H=\frac{10^{34}}{2.75\times10^{19}}=3.6\times10^{14}\ \mathrm{cm^{-2}}.
\]

The true total is \(n=n_1+n_2=1.1\times10^{15}\ \mathrm{cm^{-2}}\), so the reading contains 33% of the electrons. The sheet resistance, \(1/(eS_1)=62.4\ \Omega\), is correct. Combined with \(n_H\) it gives the mobility

\[
\mu_H=\frac{1}{en_H}\,eS_1=\frac{S_2}{S_1}=275\ \mathrm{cm^2/Vs},
\]

which belongs to neither layer.

### (b) Origin of the deficit

The layers carry equal longitudinal currents, but the Hall drive is weighted by \(n_i\mu_i^2\), and layer 2 supplies 91% of \(S_2\). The Hall voltage is mostly that of the few fast electrons.

To obtain the deficit, put it over the common denominator \(S_2\):

\[
(n_1+n_2)(n_1\mu_1^2+n_2\mu_2^2)-(n_1\mu_1+n_2\mu_2)^2
\]
\[
=n_1n_2(\mu_1^2+\mu_2^2-2\mu_1\mu_2).
\]

The terms in \(n_1^2\) and \(n_2^2\) cancel. Hence

\[
n-n_H=\frac{n_1n_2(\mu_1-\mu_2)^2}{S_2}
=7.4\times10^{14}\ \mathrm{cm^{-2}}.
\]

It is never negative, and it vanishes for equal mobilities. Unequal densities alone do no harm.

For fixed densities let \(b=\mu_2/\mu_1\) and \(\nu=n_2/n_1\). Then

\[
n_H=n_1\frac{(1+\nu b)^2}{1+\nu b^2},
\]
\[
\frac{d\ln n_H}{d\ln b}
=\frac{2\nu b}{1+\nu b}-\frac{2\nu b^2}{1+\nu b^2}
=\frac{2\nu b(1-b)}{(1+\nu b)(1+\nu b^2)}.
\]

For \(b>1\) the reading falls as \(b\) grows, from \(n_1+n_2\) at \(b=1\) towards \(n_1\nu=n_2\) as \(b\to\infty\). In that limit the slow layer disappears from the measurement. For \(b<1\) the reading rises with \(b\), from \(n_1\) as \(b\to0\) to \(n_1+n_2\) at \(b=1\). Here \(b=10\) and \(\nu=0.1\), so the logarithmic slope is \(-18/22=-0.82\).

Although the total transverse current is zero, the separate currents are not. In layer 1,

\[
\frac{J_{y1}}{J_x}=\frac{n_1\mu_1}{S_1}(\mu_1-\mu_H)B .
\]

At \(B=0.5\) T its size is \(0.5\times0.0225\times0.5=0.0056\), with mobility converted to \(\mathrm{m^2/Vs}\). Layer 2 carries the opposite current, and the loop closes by vertical flow near the edges. The common-field assumption requires this flow to be easy.

### (c) Finite magnetic field

Solving the two force-balance equations without expansion gives

\[
v_x=-\frac{\mu(E_x-\mu BE_y)}{1+\mu^2B^2},\qquad
v_y=-\frac{\mu(E_y+\mu BE_x)}{1+\mu^2B^2}.
\]

Define

\[
A=\sum_i\frac{n_i\mu_i}{1+\mu_i^2B^2},\qquad
C=\sum_i\frac{n_i\mu_i^2}{1+\mu_i^2B^2}.
\]

Then \(J_x=e(AE_x-BCE_y)\) and \(J_y=e(AE_y+BCE_x)\). Setting \(J_y=0\) gives \(E_y=-(BC/A)E_x\), hence \(J_x=eE_x(A^2+B^2C^2)/A\), and

\[
n_H(B)=\frac{A^2+B^2C^2}{C}.
\]

For small fields \(A\simeq S_1-B^2S_3\) and \(C\simeq S_2-B^2S_4\). Expanding numerator and denominator to order \(B^2\),

\[
\frac{n_H(B)}{n_H(0)}\simeq
1+B^2\left(\frac{S_4}{S_2}-\frac{2S_3}{S_1}+\frac{S_2^2}{S_1^2}\right).
\]

Because \(1/S_1=\mu_H/S_2\), the bracket is a weighted mean square deviation of the mobilities from \(\mu_H\):

\[
\frac{1}{S_2}\sum_i n_i\mu_i^2(\mu_i-\mu_H)^2\ge0 .
\]

Both mobilities differ from \(\mu_H\) by \(225\ \mathrm{cm^2/Vs}\), so at 0.5 T the relative change is \((0.0225\times0.5)^2\), or 0.013%. The low-field condition is well met, since the larger product is \(\mu_2B=0.025\).

When all \(\mu_iB\gg1\), \(C\to n/B^2\), while \(A^2\) falls as \(B^{-4}\). Thus \(n_H\to B^2C=n\): in this classical model a very high field counts every electron equally.

### (d) Removing the top layer

Each measurement supplies \(S_1\) from the sheet resistance and \(S_2=S_1^2/n_H\). If removal leaves layer 2 unchanged, the differences between the two measurements are

\[
\Delta S_1=n_1\mu_1=5\times10^{16},\qquad
\Delta S_2=n_1\mu_1^2=2.5\times10^{18}.
\]

Therefore

\[
n_1=\frac{(\Delta S_1)^2}{\Delta S_2}=10^{15}\ \mathrm{cm^{-2}},
\qquad
\mu_1=\frac{\Delta S_2}{\Delta S_1}=50\ \mathrm{cm^2/Vs}.
\]

Now let the first \(n_H\) be 1% too high, with the resistances and the second measurement correct. The inferred \(S_2\) of the stack falls to \(2.75\times10^{19}/1.01=2.723\times10^{19}\). Subtracting \(2.5\times10^{19}\) leaves \(2.23\times10^{18}\), and \(n_1\) becomes \(1.12\times10^{15}\ \mathrm{cm^{-2}}\), which is 12% too high. The error grows because \(\Delta S_2\) is a small difference of large numbers. For the same reason the condition that layer 2 stays unchanged is demanding. A bare surface with 0.7 V band bending depletes \(1.5\times10^{12}\ \mathrm{cm^{-2}}\) electrons from layer 2 and lowers the recovered \(n_1\) by about 10%. About \(1.3\times10^{13}\ \mathrm{cm^{-2}}\) electrons spill across an abrupt junction into layer 2 and are lost with layer 1; for mobilities of 150 to \(500\ \mathrm{cm^2/Vs}\) they lower it by 5% to 45%.

### (e) Effects outside the simple model

**Hall factors.** Electrons in one layer need not share one relaxation time. Suppose first that the mass is isotropic and \(\tau\) depends on energy \(\varepsilon\). Write the change of the equilibrium distribution \(f_0\) as \(\delta f=-f_0'\,m\mathbf v\cdot\mathbf u(\varepsilon)\), where the prime means \(d/d\varepsilon\). The steady Boltzmann equation, linear in \(\mathbf E\), is

\[
-e\mathbf E\cdot\mathbf v f_0'
-\frac{e}{m}(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf v}\delta f
=-\frac{\delta f}{\tau}.
\]

The magnetic force is perpendicular to \(\mathbf v\), so derivatives of the energy-dependent factors drop out. The magnetic term becomes \(ef_0'(\mathbf v\times\mathbf B)\cdot\mathbf u=-ef_0'\mathbf v\cdot(\mathbf u\times\mathbf B)\). Comparing coefficients of \(\mathbf v\) gives

\[
\mathbf u=-\frac{e\tau(\varepsilon)}{m}(\mathbf E+\mathbf u\times\mathbf B).
\]

Each energy shell therefore behaves as a separate parallel layer. Its weight in the current is the density of states times \(mv^2/3\) times \(-f_0'\), proportional to \(\varepsilon^{3/2}(-f_0')\). With normalized averages over this weight, \(S_1\) contains \(\langle\tau\rangle\) and \(S_2\) contains \(\langle\tau^2\rangle\). If \(\mu_i\) denotes the conductivity mobility,

\[
n_H=\frac{S_1^2}{\sum_i r_in_i\mu_i^2},\qquad
r_{\rm energy}=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.
\]

Silicon adds a mass factor. Its three valley pairs lie along the cube axes, with longitudinal mobility \(\mu_l\) and transverse mobility \(K\mu_l\), where \(K=m_l/m_t\). Take \(x,y,z\) along these axes. For one pair the low-field transverse current is proportional to \(\mu_yE_y+\mu_x\mu_yBE_x\). Averaging over the equally filled pairs,

\[
\overline{\mu}=\frac{\mu_l(1+2K)}{3},\qquad
\overline{\mu_x\mu_y}=\frac{\mu_l^2(2K+K^2)}{3},
\]
\[
r_{\rm mass}=\frac{\overline{\mu_x\mu_y}}{\overline{\mu}^{\,2}}
=\frac{3K(K+2)}{(2K+1)^2}.
\]

The rough masses \(0.98\) and \(0.19\) electron masses give \(r_{\rm mass}=0.865\). If the same \(\tau(\varepsilon)\) holds in every valley and direction, the energy average multiplies \(\overline{\mu_x\mu_y}\) by \(\langle\tau^2\rangle\) and \(\overline\mu^{\,2}\) by \(\langle\tau\rangle^2\), so \(r=r_{\rm mass}r_{\rm energy}\).

Consider mixtures of acoustic-phonon scattering, \(\tau\propto\varepsilon^{-1/2}\), and ionized-impurity scattering, \(\tau\propto\varepsilon^{3/2}\) when its screening logarithm is dropped. At 300 K, for parabolic bands, the Fermi level is \(8.1kT\) above the band edge in layer 1 and \(4.7kT\) below it in layer 2; a nonparabolicity of \(0.5\ \mathrm{eV^{-1}}\) lowers the first value to about \(7.3kT\). Numerical averages over the scanned mixtures give \(r_1=0.87\) to \(0.95\) and \(r_2=0.89\) to \(1.67\). Layer 1 has the narrower range because \(-f_0'\) selects energies near its Fermi level.

The lower end for layer 2 comes from a mixture. With \(x=\varepsilon/kT\), the combined time is \(\tau\propto x^{3/2}/(x^2+c)\), where \(c\) measures the impurity share. It has a maximum at \(x^2=3c\), and near a maximum \(\tau\) varies little. Combining the extreme Hall factors gives readings from \(2.3\times10^{14}\) to \(4.1\times10^{14}\ \mathrm{cm^{-2}}\). These are outer limits of the scattering model, and dropping the screening logarithm widens them. With it kept, the impurity exponent is about 1.3 in layer 2 and only about 0.3 at the Fermi level of the strongly screened layer 1. The impurity-limited factors then fall to \(r_2\approx1.4\) and \(r_1\approx0.87\), and the lowest reading rises to about \(2.6\times10^{14}\ \mathrm{cm^{-2}}\). The value \(r_2=1.67\) belongs to impurity scattering alone, whereas the mobility of layer 2, roughly a third of that of pure silicon, points to a mixture of both mechanisms, for which the same averages give \(r_2\) close to 1.

**Vertical connection.** Let \(\sigma_i=en_i\mu_i\), \(R_i=1/\sigma_i\), \(\sigma=\sigma_1+\sigma_2\), and let \(\rho_c\) be the vertical resistance times area. Keep \(E_x\) common, but allow different potentials \(V_i(y)\) across the width \(W\), with \(y=0\) in the middle. Then

\[
J_{yi}=\sigma_i(-V_i'+\mu_iBE_x),\qquad
J_{y1}'=-J_{y2}'=-\frac{V_1-V_2}{\rho_c},
\]

where primes now mean \(d/dy\). Hence \(V_1''=R_1D/\rho_c\) and \(V_2''=-R_2D/\rho_c\), where \(D=V_1-V_2\). Subtraction gives

\[
D''=\frac{D}{L^2},\qquad L=\sqrt{\frac{\rho_c}{R_1+R_2}}.
\]

At both edges each \(J_{yi}=0\), so \(D'=(\mu_1-\mu_2)BE_x\), and

\[
D=(\mu_1-\mu_2)BE_xL\,\frac{\sinh(y/L)}{\cosh(W/2L)}.
\]

Zero total transverse current gives \(V_1'=\mu_HBE_x+(\sigma_2/\sigma)D'\). Integrating across the bar, probes on layer 1 see the ideal Hall voltage \(\mu_HBE_xW\) multiplied by

\[
F=1-\frac{\sigma_2}{\sigma}\frac{\mu_2-\mu_1}{\mu_H}
\frac{2L}{W}\tanh\frac{W}{2L}.
\]

Taking \(\rho_c\) as the resistance through the whole of layer 2 gives \(2.0\times10^{-5}\ \Omega\,\mathrm{cm^2}\). Each sheet resistance is \(124.8\ \Omega\), so \(L=2.8\) µm. For a 5 mm bar the reading rises by 0.09%. Since \(L\) is smaller than the layer thickness, this two-sheet result is an order-of-magnitude estimate.

In the opposite limit, \(W\ll L\), \(F\to\mu_1/\mu_H\). Probes touching only layer 1 then report \(n_H/F=S_1/\mu_1=2\times10^{15}\ \mathrm{cm^{-2}}\), more than the true total. The inequality of part (b) therefore depends on good vertical connection.

**Temperature.** Let \(\mu_2\propto T^{-3/2}\), as for acoustic-phonon scattering alone, with the densities and \(\mu_1\) fixed. A rise from 300 to 310 K lowers \(b\) by about 5%. The slope \(-0.82\) then predicts a rise of about 4%, and the full formula gives \(3.8\times10^{14}\ \mathrm{cm^{-2}}\). Impurity scattering weakens the fall of mobility with temperature, so at the doping of layer 2 the rise is smaller. The mixture above, set to the mobility of layer 2, gives about 0.3%, and an empirical dependence near \(T^{-0.7}\) at this doping gives about 2%.

### Reading the result for a real contact

The layer data are round values for doped silicon. The mobility \(\mu_1\) is generous: empirical fits give about \(30\ \mathrm{cm^2/Vs}\) at this doping, which would lower the reading to about a quarter of the total. Also, the volume density of layer 1, \(5\times10^{20}\ \mathrm{cm^{-3}}\), is near the upper end of active n-type doping. For the 5 mm bar and the vertical resistance estimated above, imperfect connection hardly matters. The extreme Hall factors would move the reading down by 38% or up by 13%, relative to \(3.6\times10^{14}\ \mathrm{cm^{-2}}\), but for the mixed scattering that the mobility of layer 2 suggests, the model gives a rise of about 1 to 3%, or about 7% with the screening logarithm kept. Redistribution of electrons at the junction is not modelled; \(n_1\) and \(n_2\) count the electrons that have the stated mobilities.

If every dopant supplied one mobile electron, dividing \(n_H\) by the total dopant dose would suggest 33% activation although activation was complete. The missing two thirds would reflect the mobility weighting, not inactive dopants. The numerical output below lists the values used.

## Calculated quantities

```
layer 1 sheet density: 1e+15 cm^-2
layer 1 mobility: 50 cm2/Vs
layer 1 thickness: 20 nm
layer 1 volume density: 5e+20 cm^-3
layer 1 sheet resistance: 124.8 ohm
layer 1 share of S_1: 0.5
layer 1 share of S_2: 0.09091
layer 2 sheet density: 1e+14 cm^-2
layer 2 mobility: 500 cm2/Vs
layer 2 thickness: 4000 nm
layer 2 volume density: 2.5e+17 cm^-3
layer 2 sheet resistance: 124.8 ohm
layer 2 share of S_1: 0.5
layer 2 share of S_2: 0.9091
S_1: 1e+17 1/(V s)
S_2: 2.75e+19 cm2/(V s)^2
reported density, formula: 3.636e+14 cm^-2
reported density, tensor solution: 3.636e+14 cm^-2
true total density: 1.1e+15 cm^-2
deficit: 7.364e+14 cm^-2
reported/true density: 0.3306
reported mobility: 275 cm2/Vs
stack sheet resistance: 62.42 ohm
equal-mobility reading: 1.1e+15 cm^-2
magnetic field: 0.5 T
layer 2 mobility times field: 0.025
finite-field change of reading: 0.01266 %
circulating/total current: 0.005624
layer 1 density after stripping: 1e+15 cm^-2
same, first reading 1% too high: 1.122e+15 cm^-2
temperature: 300 K
silicon longitudinal mass, rough: 0.98 m_e
silicon transverse mass, rough: 0.19 m_e
valley-mass Hall factor: 0.865
layer 1 Fermi level above band edge / kT: 8.095
layer 1 Hall factor range: 0.866 to 0.946
layer 2 Fermi level above band edge / kT: -4.727
layer 2 Hall factor range: 0.890 to 1.670
lowest reading with Hall factors: 2.267e+14 cm^-2
highest reading with Hall factors: 4.095e+14 cm^-2
bar width: 5 mm
vertical resistance times area: 1.997e-05 ohm cm2
edge decay length: 2.828 micrometre
edge change of reading: 0.09265 %
reading at 10 K higher temperature: 3.786e+14 cm^-2
change for 10 K rise: 4.126 %
```
